Why a thin insulator helps a germanium contact and a thick one hurts

A metal placed directly on n-type germanium usually meets a barrier of roughly half an electronvolt, even when its work function suggests a much lower one. Electrons must cross this barrier, so the contact is resistive. An insulating film less than a nanometre thick can reduce the resistance, although electrons must now tunnel through it. A film two to three times as thick can remove the advantage. The question is why adding an obstacle helps at first, and what decides when it stops helping.

**What fixes the barrier**

Measure electron energies from the common Fermi level at zero bias. Let φ_B be the height of the germanium conduction edge at the interface, φ_M the metal work function and χ the electron affinity of germanium. With no charge at the interface, the barrier would be

φ_U = φ_M − χ.

Germanium near a metal also has electronic states in its gap. They are neutral when filled up to a level lying φ_N below the conduction edge. The Fermi level lies φ_B below that edge, hence φ_N − φ_B above the neutrality level. If there are D states per unit area and energy, taken as constant in energy, their charge is

σ = −eD(φ_N − φ_B).

An opposite charge sits on the metal. Let the bare contact have an effective dipole length δ, and let the insulator have thickness t and relative permittivity ε. The two act as capacitors in series, with equivalent vacuum thickness

c = δ + t/ε.

The potential of the germanium side relative to the metal is σc/ε₀, so an electron's energy changes by −eσc/ε₀. This change is the difference between the local vacuum levels, (φ_B + χ) − φ_M = φ_B − φ_U. Hence

φ_B − φ_U = a(φ_N − φ_B), a = e²Dc/ε₀.

Collecting φ_B gives (1 + a)φ_B = φ_U + aφ_N. With S = 1/(1 + a) and Δ = φ_N − φ_U,

φ_B = Sφ_U + (1 − S)φ_N = φ_N − SΔ.

When a is large, S is near zero and the barrier is pinned near φ_N. When a is small, S is near one and the barrier is released to φ_U. Release lowers the barrier if Δ > 0, which requires a metal of low enough work function. For Δ < 0 it raises the barrier, and the film then harms the contact twice. The charge of the depletion layer has been left out here; its size is given below.

Separation alone does not release the barrier. At fixed D, a thicker film increases c, hence a, and pins the barrier more strongly. In the example below, holding D at its bare value moves the barrier from 0.538 eV without a film to 0.544 eV at 3 nm. The film must reduce D.

**One evanescent wave, two consequences**

In this model the gap states are tails of metal wavefunctions reaching into germanium. Inside the insulator, an electron at energy H below the insulator's conduction edge obeys

ψ″ = κ²ψ, κ = √(2mH)/ħ,

where m is the effective mass in the insulator. The solution is a decaying wave from the metal plus a wave reflected at the germanium side. Once the film is opaque, the reflected wave is negligible back at the metal. The amplitude entering the film then no longer depends on t, and the amplitude reaching germanium varies as exp(−κt). Densities and currents vary as its square, exp(−2κt).

Let the insulator's conduction edge lie W above that of germanium. States at the neutrality level have H = W + φ_N, while carriers at the germanium conduction edge have H = W. Therefore

D = D₀ exp(−β_D t), β_D = 2√[2m(W + φ_N)]/ħ,

transmission ≈ exp(−βt), β = 2√(2mW)/ħ.

Prefactors are set to one for now. The film thus suppresses the unwanted states and the wanted current by the same mechanism, at rates whose ratio is

β/β_D = √[W/(W + φ_N)] < 1.

What makes the exchange worthwhile is how the barrier enters the current.

**The contact resistivity**

Let E_x ≥ 0 and E_t ≥ 0 be the normal and lateral energies of an electron above the conduction edge at the interface. For Richardson mass m_R, the number of lateral modes per spin, area and energy is m_R/(2πħ²). The zero-bias conductance per area is

G = (2e²/h)[m_R/(2πħ²)] ∫dE_t ∫dE_x exp(−βt)(−∂f/∂E).

For a barrier of several kT, the Fermi function f has the Boltzmann tail

−∂f/∂E ≈ (1/kT) exp[−(φ_B + E_x + E_t)/kT].

Each energy integral contributes kT. One factor cancels 1/kT, leaving

G = (2e²/h)[m_R/(2πħ²)] kT exp(−φ_B/kT − βt).

Using ħ = h/2π and A* = 4πe m_R k²/h³, the prefactor is eA*T/k. The contact resistivity ρ = 1/G is therefore

ρ(t) = [k/(eA*T)] exp[φ_B(t)/kT + βt].

This assumes that a disordered insulator lets electrons change their lateral momentum while tunnelling, a condition that will matter.

**Where benefit and cost balance**

The resistivity is least where the derivative of φ_B/kT + βt vanishes. From φ_B = φ_N − SΔ this means

(Δ/kT) dS/dt = β.

Differentiating S = 1/(1 + a) gives dS/dt = −S² da/dt. Since S²a = S(1 − S),

dS/dt = −S(1 − S)(1/a)(da/dt).

Because a is proportional to exp(−β_D t)c(t), and dc/dt = 1/ε,

(1/a)(da/dt) = −β_D + 1/(εc).

The condition for balance becomes

S(1 − S)[β_D − 1/(εc)]Δ/kT = β.

The left side is the benefit per unit thickness and the right side is the cost. The benefit is small when the barrier is firmly pinned, largest near half release, and small again when little pinning remains. The cost per unit thickness stays constant.

If the slow growth of c is ignored, the condition is S(1 − S) = r, with

r = βkT/(β_DΔ), S± = [1 ± √(1 − 4r)]/2.

The slope of ln ρ is β[1 − S(1 − S)/r]. It is positive below S−, negative between the roots and positive above S+. Since S grows with t, S− marks a maximum and S+ a minimum. Two distinct roots require r < 1/4, that is

Δ/kT > 4β/β_D.

The bare contact must also start with S₀ < S+. At the minimum a = (1 − S+)/S+, while a = a₀ exp(−β_D t), so

t* = (1/β_D) ln[a₀S+/(1 − S+)].

A local minimum need not lie below the bare resistivity. A real gain requires the total benefit to exceed the total cost:

(Δ/kT)(S+ − S₀) > βt*.

**A contact in numbers**

Take n-type Ge(001) with 10¹⁷ donors per cm³ at 300 K, where kT = 0.02585 eV. Rough values for an aluminium-like metal and an aluminium-oxide-like film are φ_U = 0.20 eV, φ_N = 0.55 eV, W = 2.0 eV, m = 0.30 electron masses and ε = 8. The bare gap-state density is 5 × 10¹⁴ per eV per cm² and δ = 0.30 nm, which give a₀ = 27.1 and S₀ = 0.036. The decay rates are β = 7.94 and β_D = 8.96 per nm. Solving the full wave-matching problem between 0.8 and 1.2 nm, with the transmission averaged thermally, gives 7.85 and 8.96 per nm.

Here Δ/kT = 13.54, so

r = (7.937/8.962)/13.54 = 0.065, S+ = 0.930,

t* = ln(27.14 × 0.9296/0.0704)/8.962 = 0.66 nm.

Keeping the growth of c moves the minimum to 0.68 nm. The barrier there has fallen from 0.538 to 0.226 eV, which multiplies the resistivity by

exp(−0.3119/0.02585) ≈ 5.8 × 10⁻⁶.

Tunnelling multiplies it by exp(7.937 × 0.679) ≈ 220. The product is 1.3 × 10⁻³: the resistivity drops from 2.1 to 0.0027 ohm cm², a gain of about 800. Reducing the gap states by a few hundred costs a similar factor in current, but it releases about twelve kT of barrier.

Because S₀ is below S− = 0.070, the model first shows a rise, by 22 per cent. The closed formula puts this maximum near 0.08 nm, less than an atomic spacing, so it has no meaning for a real continuous film.

Beyond the minimum, S approaches one. The barrier has nothing left to give, and ln ρ rises with slope β. The bare resistivity is reached again when

βt_x = Δ(1 − S₀)/kT, t_x = 13.54 × 0.9645/7.937 = 1.65 nm.

At 2 nm the resistivity is 36 ohm cm², about seventeen times the bare value.

**A lower band offset**

Now take W = 0.30 eV and ε = 20, keeping the insulator mass and all contact parameters fixed. The ratio β/β_D falls from 0.89 to 0.59, so the same suppression of gap states costs less current. The optimum moves to 1.26 nm and the resistivity there is 1.9 × 10⁻⁴ of the bare value. These figures give every charged state the decay rate of the neutrality level. The charged states lie between φ_B and φ_N, and the shallower ones decay more slowly. Letting the rate vary with depth gives 1.38 nm and 3.3 × 10⁻⁴ here, and 0.70 nm and 1.5 × 10⁻³ for the first film. Within this model, a small conduction-band offset gives both a larger gain and a thicker optimum film. The argument cannot be carried to W = 0, where transport over the insulator's edge and its bulk resistance replace the tunnelling law.

**Why heavy doping reduces the benefit**

Heavy doping makes the depletion layer thin enough to tunnel through, and the current then depends less on barrier height. Let b be the band bending, N the donor density, and m_s and ε_s the tunnelling mass and absolute permittivity of germanium. The barrier is b(1 − x/w)², with w² = 2ε_s b/(e²N). For an electron at energy yb above the bulk conduction edge, the WKB exponent is

F = (2b/E₀₀) ∫ √(s² − y) ds, from s = √y to 1,

E₀₀ = (eħ/2)√[N/(m_sε_s)].

The integral equals half of √(1 − y) − y arcosh(1/√y). The largest contribution to the current minimizes yb/kT + F. Since dF/dy = −(b/E₀₀) arcosh(1/√y), the minimum satisfies

arcosh(1/√y) = E₀₀/kT, or y = 1/cosh²(E₀₀/kT).

On substitution the terms proportional to y cancel, leaving (b/E₀₀) tanh(E₀₀/kT). The barrier therefore enters as exp(φ_B/E₀), apart from a slowly varying prefactor, with

E₀ = E₀₀ coth(E₀₀/kT).

At fixed doping, b and φ_B differ by a constant. Replacing kT by E₀ in the barrier exponent, with β left unchanged, gives a rough balance at higher doping. This somewhat understates the tunnelling cost, because the carriers then meet the film below the conduction edge at the interface. At 10¹⁷ per cm³, E₀ = 0.0261 eV, nearly kT. The prefactor still matters there: in WKB, tunnelling near the top of the barrier raises the bare conductance about threefold and the filmed one by 1.8, so the gain of about 800 becomes about 500. With depletion charge left out, this balance gives a best ratio of 0.2 at 10¹⁹ per cm³ and no gain above about 2 × 10¹⁹ per cm³. Summing the WKB current over energy for the same barriers gives 0.4 at 10¹⁹ per cm³ and loses the gain somewhat below 2 × 10¹⁹ per cm³. None of these figures is a limit for a real contact. At 10¹⁹ per cm³ the depletion charge lowers the barrier behind a 0.6 nm film by roughly another 0.2 eV, but the bare barrier by only about 0.02 eV. This extra release favours the film. The carriers are also becoming degenerate, which the formula ignores, so the doping at which the gain ends is not settled here. What the estimate does show is the trend: as E₀ grows, a given reduction of the barrier is worth less.

**What real contacts change**

The pinned barrier and oxide parameters are in the usual rough range, but the optimum of 0.7 nm is only a few atomic layers, for which bulk values of m and ε are doubtful. The optimized resistivity is also far above the roughly 10⁻⁸ ohm cm² or less sought for small transistors, whose contacts are doped much more heavily. The result applies to moderately doped contacts and is not a process prescription.

A large correction concerns lateral momentum. The conduction valleys of germanium lie at the L points, which on Ge(001) carry a lateral wavenumber of 7.85 per nm. If an ordered film conserves it, κ² for the carriers gains the square of this number and β rises to 17.6 per nm. If all gap states had zero lateral wavenumber, β_D would be unchanged and the best resistivity would be 0.47 of the bare value. This is the pessimistic limit. At a rough count of one state per lateral wavevector and spin across the 0.66 eV gap, the density D₀ fills a disc of radius 4.6 per nm, and states of larger wavenumber decay faster and release the barrier sooner. Spread evenly over that disc they give a best ratio of 0.09 at 0.49 nm; spread evenly over the whole surface zone, 0.015 at 0.40 nm. Most of the factor of 800 is lost, and what remains, between about 2 and 70, depends on how the gap states are distributed. On Ge(111) one valley has no lateral wavenumber. It carries only 7 per cent of the bare thermal flux, so with β_D unchanged the gain of about 800 falls to about 60 but is not lost.

Residual defects are also serious. Adding 10¹³ states per eV per cm² that do not decay with thickness leaves a best ratio of 0.10, at 0.53 nm. At that thickness these states alone give a = (27.14/50)(0.366/0.30) = 0.66, so S cannot exceed 0.60. With 10¹² the ratio is 0.0027.

Other corrections, each made alone, are milder:

- Two-band decay in an oxide with a 6.5 eV gap moves the optimum to 0.87 nm and the ratio to 0.0019.
- With the bottom of the metal band taken 10 eV below the Fermi level, wave-matching prefactors favour the filmed contact by a factor of 3.3 in transmission relative to the bare one.
- Depletion charge lowers the barrier at the optimum by 0.025 eV, while image force lowers the bare barrier by 0.030 eV and the filmed one by less. Each changes the exponent of the gain by about one at most, and they act in opposite directions.
- Gaussian thickness variations with a standard deviation of 0.10 nm, treated as patches conducting in parallel, raise the resistivity at the optimum by about 26 per cent.
- At 400 K the best ratio is 0.025, because the same barrier reduction is worth fewer kT.

If 0.1 V fell across the optimum film, its field would be 1.5 MV/cm, below the several MV/cm at which good aluminium oxide roughly breaks down. Fixed charge, chemical dipoles and doping by the insulator can also shift the barrier; they are not sized here.

Computed values

```
Temperature 300 K; kT 0.02585 eV
Unpinned barrier 0.20 eV; neutrality depth 0.55 eV
Delta 0.35 eV; Delta/kT 13.54
Bare gap-state density 5.0e+14 /(eV cm2)
Dipole length 0.30 nm; a0 27.14
Oxide offset 2.00 eV; mass 0.30 m0; eps 8.0
Ge masses: transverse 0.082, longitudinal 1.59 m0
Ge(001): Richardson mass 1.194, normal 0.120 m0
Ge permittivity 16.0; doping 1.0e+17 cm^-3
Richardson constant 143.5 A/(cm2 K2)
Resistivity prefactor 2.001e-09 ohm cm2
beta 7.937 /nm; beta_D 8.962 /nm
Exact-wave slopes: 7.852, 8.962 /nm
t (nm), S, barrier (eV), rho (ohm cm2):
  0.000, 0.0355, 0.5376, 2.148e+00
  0.250, 0.2387, 0.4664, 9.977e-01
  0.500, 0.7292, 0.2948, 9.480e-03
  0.679, 0.9268, 0.2256, 2.713e-03
  1.000, 0.9951, 0.2017, 1.371e-02
  1.500, 0.9999, 0.2000, 6.790e-01
  2.000, 1.0000, 0.2000, 3.589e+01
r 0.0654; closed S* 0.9296; closed t* 0.656 nm
Optimum: rho/rho0 1.263e-03; gain 791.6
At optimum: barrier factor 5.752e-06
At optimum: tunnelling cost factor 219.6
Early maximum rho/rho0 1.219
Break-even 1.645 nm; closed estimate 1.645 nm
Fixed D: barrier 0.5376 eV at 0, 0.5444 eV at 3 nm
Low-offset oxide: W 0.30 eV, eps 20.0
Low-offset decays: 3.074, 5.174 /nm
Low-offset optimum: t=1.255 nm, rho/rho0=0.000192
E0 at example doping 0.02608 eV
Doping 1e19 cm^-3: t=0.596 nm, rho/rho0=0.205
Estimated doping where gain vanishes 2.05e+19 cm^-3
Residual states 1e12 /(eV cm2): t=0.659 nm, rho/rho0=0.00267
Residual states 1e13 /(eV cm2): t=0.531 nm, rho/rho0=0.104
Depletion charge shifts optimum barrier -0.0245 eV
Image lowering, bare contact 0.0296 eV
Matching prefactors: transmission 3.27, states 1.04
Two-band oxide, gap 6.5 eV: t=0.868 nm, rho/rho0=0.00192
Gap-state decay at phi_U depth: t=0.722 nm, rho/rho0=0.00193
L-valley lateral k 7.85 /nm; beta 17.59 /nm
Lateral k conserved, Ge(001): t=0.557 nm, rho/rho0=0.471
Ge(111) normal-valley flux share 0.074
Roughness 0.10 nm: rho/smooth 1.255
At 400 K: t=0.639 nm, rho/rho0=0.0247
Built-in oxide field at optimum 0.083 MV/cm
Field if 0.1 V falls on oxide 1.47 MV/cm
Bulk Ge conduction edge above Fermi level 0.1200 eV
```
